# From a Landau Series in Polarization to One in Displacement

## Result

Let the field in a uniform ferroelectric obey

$$E=aP+bP^3, \qquad D=\varepsilon_0E+P, \qquad s\equiv 1+\varepsilon_0a .$$

If $s\neq0$, the branch through $P=D=0$ has the expansion

$$E=\frac{a}{s}\,D+\frac{b}{s^4}\,D^3-\frac{3\varepsilon_0b^2}{s^7}\,D^5+\cdots \qquad (1)$$

The cubic coefficient is therefore $b/(1+\varepsilon_0a)^4$. The linear coefficient changes as well, from $a$ to $a/s$, and a relation that stopped at the third power of $P$ becomes an infinite series in $D$.

## Setting and conventions

The vectors $E$, $P$ and $D$ lie along one axis, and each is uniform. Temperature and strain are held fixed, so $a$ and $b$ are constants. The relation is a mean-field equation of state: it contains neither domain walls nor fluctuations. $P$ is the whole polarization, including its electronic part; a later section treats the case where it is not.

In atomic units $\varepsilon_0=1/(4\pi)$. The symbol is kept in the algebra, so each formula also holds in SI units. The product $\varepsilon_0a$ has no unit, because $a$ is a field divided by a polarization.

For $a>0$ the linear susceptibility is $\chi=1/(\varepsilon_0a)$. Hence

$$s=1+\frac1\chi=\frac{1+\chi}{\chi},$$

and $1/s$ is the share of $D$ carried by the polarization in the linear regime. For a ferroelectric below a continuous transition, $a<0$ and $s<1$. Just below a first-order transition $a$ can still be positive, with $b<0$ and a positive fifth-order term.

## Inverting the relation

Insert the equation of state into the definition of $D$:

$$D=P+\varepsilon_0(aP+bP^3)=sP+\varepsilon_0bP^3. \qquad (2)$$

The slope $dD/dP$ at the origin is $s$. When it is not zero, $P$ is an analytic function of $D$ near the origin. Reversing the signs of both $P$ and $D$ leaves (2) unchanged, so this function is odd:

$$P=p_1D+p_3D^3+p_5D^5+\cdots$$

Its cube, through fifth order, is

$$P^3=p_1^3D^3+3p_1^2p_3D^5+\cdots,$$

where the factor 3 counts the ways of choosing which of the three factors supplies $p_3D^3$. Put both series into (2) and compare powers of $D$:

$$1=sp_1,$$

$$0=sp_3+\varepsilon_0b\,p_1^3,$$

$$0=sp_5+3\varepsilon_0b\,p_1^2p_3.$$

Solving in order gives

$$p_1=\frac1s,\qquad p_3=-\frac{\varepsilon_0b}{s^4},$$

$$p_5=-\frac{3\varepsilon_0b}{s}\,\frac1{s^2}\left(-\frac{\varepsilon_0b}{s^4}\right)=\frac{3\varepsilon_0^2b^2}{s^7}.$$

The field follows from $E=(D-P)/\varepsilon_0$. Its linear coefficient is

$$\frac{1-1/s}{\varepsilon_0}=\frac{s-1}{\varepsilon_0s}=\frac as .$$

The higher coefficients are $-p_3/\varepsilon_0=b/s^4$ and $-p_5/\varepsilon_0=-3\varepsilon_0b^2/s^7$. This is (1).

To go back from a series in $D$, call its first two coefficients $a_D=a/s$ and $b_D=b/s^4$. Since $1-\varepsilon_0a_D=(s-\varepsilon_0a)/s=1/s$,

$$a=\frac{a_D}{1-\varepsilon_0a_D},\qquad b=\frac{b_D}{(1-\varepsilon_0a_D)^4}.$$

## Why the fourth power appears

Three of the four factors come from the cube: to lowest order $P=D/s$, so $bP^3=bD^3/s^3$.

The fourth comes from feedback at fixed $D$. Let the nonlinear term raise the field by $\delta E$. Because $D=\varepsilon_0E+P$ is fixed, the polarization must change by $-\varepsilon_0\,\delta E$. This alters the linear term $aP$ by $-\varepsilon_0a\,\delta E$. To third order the total change in field is therefore

$$\delta E=\frac{bD^3}{s^3}-\varepsilon_0a\,\delta E
\quad\Longrightarrow\quad
\delta E=\frac{bD^3}{s^4}.$$

Replacing $P$ by $D/s$ in the cubic term alone would miss this last factor.

Two limits show the range of the effect. If $|\varepsilon_0a|\ll1$, then $b_D\simeq b(1-4\varepsilon_0a)$. For negative $a$ the coefficient grows in size. If instead $\varepsilon_0a\gg1$, the material is hard to polarize, and

$$\frac as\to\frac1{\varepsilon_0},\qquad \frac b{s^4}\to\frac b{(\varepsilon_0a)^4}.$$

Almost all of $D$ is then $\varepsilon_0E$, and the nonlinearity of the material is strongly diluted.

## The general term and the radius of convergence

Cauchy's formula gives the coefficient of $D^n$ in $P(D)$ as an integral around the origin. Integrating by parts and taking $P$ as the variable,

$$p_n=\frac1{2\pi i}\oint\frac{P\,dD}{D^{n+1}}
=\frac1n\,\frac1{2\pi i}\oint\frac{dP}{D(P)^n}.$$

The last integral picks out the coefficient of $P^{n-1}$ in

$$\left(s+\varepsilon_0bP^2\right)^{-n}
=s^{-n}\left(1+\frac{\varepsilon_0b}{s}P^2\right)^{-n}.$$

Set $n=2k+1$, so that the power needed is $P^{2k}$. The binomial series supplies the factor $(-1)^k\binom{n+k-1}{k}=(-1)^k\binom{3k}{k}$, and

$$p_{2k+1}=\frac{(-1)^k}{2k+1}\binom{3k}{k}\frac{(\varepsilon_0b)^k}{s^{3k+1}}.$$

For $k=0,1,2$ the numerical factors are $1,-1,3$, as found above.

The ratio of successive binomial coefficients is

$$\frac{(3k+3)(3k+2)(3k+1)}{(k+1)(2k+2)(2k+1)}\longrightarrow\frac{27}{4}.$$

The series therefore converges when $\varepsilon_0|b|D^2/|s|^3<4/27$, that is, for $|D|<D_c$ with

$$D_c=\sqrt{\frac{4|s|^3}{27\varepsilon_0|b|}}. \qquad (3)$$

For $s>0$ and $b>0$ the equation of state has no singularity at the real value $D=D_c$. The slope $dD/dP=s+3\varepsilon_0bP^2$ is positive for every real $P$, so the real curve is smooth and single-valued. The slope vanishes at imaginary $P$, where $P^2=-s/(3\varepsilon_0b)$. Equation (2) then gives $D=2sP/3$, or $D^2=-D_c^2$. These two points on the imaginary axis limit the series.

## Energy, stability and the failure at $s=0$

Fixed $D$ means fixed free charge on the electrodes. The work per unit volume is

$$\int E\,dD=\int E\,dP+\varepsilon_0\int E\,dE
=\frac a2P^2+\frac b4P^4+\frac{\varepsilon_0E^2}{2}.$$

Now write $E=(D-P)/\varepsilon_0$ in the last term and let $P$ vary at fixed $D$:

$$U(P;D)=\frac a2P^2+\frac b4P^4+\frac{(D-P)^2}{2\varepsilon_0}.$$

The condition $\partial U/\partial P=0$ reads $aP+bP^3=(D-P)/\varepsilon_0$, which is the equation of state. The second derivative is

$$\frac{\partial^2U}{\partial P^2}=a+3bP^2+\frac1{\varepsilon_0}
=\frac{s+3\varepsilon_0bP^2}{\varepsilon_0}.$$

If $s>0$ and $b>0$, this is positive for all $P$, and there is one minimum for each $D$. The state $P=0$ can thus be stable at fixed $D$ even though $a<0$ makes it unstable at fixed $E$. This stability is against uniform changes; a real film may still lower its energy by forming domains.

Integrating (1) over $D$ gives the energy at the minimum:

$$U(D)=\frac{a}{2s}D^2+\frac{b}{4s^4}D^4+\cdots$$

If $s<0$ and $b>0$, series (1) still describes the branch through the origin, but the start of that branch is a maximum of $U$. At $D=0$ the minima lie at $P^2=-s/(\varepsilon_0b)$.

At $s=0$ equation (2) reduces to $D=\varepsilon_0bP^3$, so

$$P=\left(\frac{D}{\varepsilon_0b}\right)^{1/3},\qquad
E=\frac{D-P}{\varepsilon_0}.$$

The field varies as $D^{1/3}$ near the origin and has no Taylor series there. The approach to this case is visible in (3), where $D_c$ shrinks as $|s|^{3/2}$.

## Where the cubic truncation is useful

A better cubic coefficient at $D=0$ need not give a better curve at large $D$. To see this, define $f(x)=ax+bx^3$. The equation of state is $E=f(D-\varepsilon_0E)$, and to first order in $\varepsilon_0$

$$E\simeq f(D)-\varepsilon_0f(D)f'(D). \qquad (4)$$

The product is

$$ff'=(aD+bD^3)(a+3bD^2)=a^2D+4abD^3+3b^2D^5.$$

The change in the cubic coefficient and the new fifth-order term are both of first order in $\varepsilon_0$.

For $a<0$ and $b>0$ the spontaneous polarization is $P_0=\sqrt{-a/b}$. At $D=P_0$, using $b=-a/P_0^2$, the three terms of $ff'$ are $a^2P_0$ times $1$, $-4$ and $3$. They add to zero, as they must: $E=0$ implies $D=P=P_0$. Series (1) cut after $D^3$ loses this balance. Its zero lies at

$$D^2=-\frac as\,\frac{s^4}{b}=s^3P_0^2,\qquad D=s^{3/2}P_0.$$

Compare this truncation with one that keeps the linear term $a/s$ but leaves $b$ unchanged. With $y=D/P_0$, their errors (approximation minus true field) are, to first order in $\varepsilon_0$,

$$3\varepsilon_0a^2P_0\,y^5
\quad\text{and}\quad
\varepsilon_0a^2P_0\,(3y^5-4y^3).$$

They are equal in size when $3y^2=4-3y^2$, or $y=\sqrt{2/3}\simeq0.82$. Below this the corrected coefficient is better. Above it the unchanged $b$ is closer, because two errors partly cancel.

## Worked example

Take a model film with $P_0=20\ \mu\mathrm{C/cm^2}$ and a coercive field $E_c=1$ MV/cm for uniform switching. The turning points of $E(P)$ satisfy $a+3bP^2=0$, so $P^2=P_0^2/3$ and

$$E_c=\frac{P_0}{\sqrt3}\,|a|\left(1-\frac13\right)=\frac{2|a|P_0}{3\sqrt3}.$$

With fields in MV/cm and polarizations in $\mu\mathrm{C/cm^2}$,

$$a=-\frac{3\sqrt3}{2}\,\frac{1}{20}=-0.1299,\qquad
b=\frac{0.1299}{20^2}=3.248\times10^{-4}.$$

In the same units $\varepsilon_0=0.08854$. Therefore

$$\varepsilon_0a=-0.0115,\qquad s=0.9885,\qquad s^{-4}=1.047.$$

The coefficients in $D$ are

$$\frac as=-0.1314,\qquad \frac b{s^4}=3.401\times10^{-4},$$

$$-\frac{3\varepsilon_0b^2}{s^7}=-3.04\times10^{-8}.$$

The cubic coefficient rises by 4.7% of $b$. In atomic units, with $P$ in $e/a_0^2$ ($a_0$ is the Bohr radius), it goes from $1.183\times10^4$ to $1.239\times10^4$.

The table gives $E$ in MV/cm for three values of $D$ in $\mu\mathrm{C/cm^2}$. The first row solves (2) for $P$ by Newton's method. More digits are kept than the rough inputs deserve, so that the approximations can be compared.

| Form | $D=5$ | $D=10$ | $D=20$ |
|---|---:|---:|---:|
| full inversion | −0.6147 | −0.9770 | 0 |
| (1) through $D^3$ | −0.6146 | −0.9740 | 0.0928 |
| same, $b$ unchanged | −0.6165 | −0.9894 | −0.0302 |
| $aD+bD^3$ | −0.6089 | −0.9743 | 0 |
| (1) through $D^5$ | −0.6147 | −0.9771 | −0.0044 |

At $D=5$ the corrected cubic series is the best of the three cubic forms. At $D=10$ the plain replacement of $P$ by $D$ is already slightly better. By (4) the error of the replacement is about $\varepsilon_0ff'=\varepsilon_0a^2P_0\,(y-4y^3+3y^5)$, against $3\varepsilon_0a^2P_0\,y^5$ for the corrected cubic series. These are equal at $y=1/2$, that is at $D=10$, so to first order the two forms tie there; higher orders in $\varepsilon_0$ move the crossover down to $9.9\ \mu\mathrm{C/cm^2}$. For $y>1/2$ the first-order error of the replacement is the smaller in size. It vanishes at $P_0/\sqrt3\simeq11.5\ \mu\mathrm{C/cm^2}$, where $f'=0$, and again at $P_0$, where $f=0$.

At $D=P_0$ the corrected cubic series misses by 0.093 MV/cm, or 9% of $E_c$. Its zero lies at 19.66 instead of 20 $\mu\mathrm{C/cm^2}$. The fifth-order term removes most of the error. A numerical comparison of the two truncations with the full inversion puts their crossover at 16.2 $\mu\mathrm{C/cm^2}$, close to the first-order estimate $\sqrt{2/3}\,P_0\simeq16.3$.

Equation (3) gives $D_c=70.5\ \mu\mathrm{C/cm^2}$. For a rough breakdown field of 4 MV/cm, the equation of state gives $D=29$ at breakdown. In this model the series therefore converges throughout the range up to breakdown.

## Background permittivity and a fifth-order term

Suppose that $P$ denotes the switching part of the polarization alone, and that the rest responds linearly with relative permittivity $\varepsilon_b$. Then $D=\varepsilon_b\varepsilon_0E+P$. The derivation is unchanged except that $\varepsilon_b\varepsilon_0$ replaces $\varepsilon_0$, so the cubic coefficient becomes

$$\frac{b}{(1+\varepsilon_b\varepsilon_0a)^4}.$$

With $a$ and $b$ held fixed and an assumed $\varepsilon_b=10$, the bracket is $1-0.115=0.885$, and the coefficient is 1.63 times $b$. The radius of convergence, from (3) with the same replacement, falls to 18.9 $\mu\mathrm{C/cm^2}$. This is below $P_0$, so the series then no longer reaches the spontaneous polarization. It matters greatly which polarization the fitted $a$ and $b$ refer to.

Next return to the whole polarization and add $cP^5$ to $E$. Equation (2) gains $\varepsilon_0cP^5$, which first enters at order $D^5$. The cubic coefficient is unaffected. The fifth-order condition becomes

$$0=sp_5+3\varepsilon_0b\,p_1^2p_3+\varepsilon_0c\,p_1^5,$$

and the coefficient of $D^5$ in $E$ becomes $c/s^6-3\varepsilon_0b^2/s^7$. If $cP_0^5$ is assumed to be 10% of $bP_0^3$, with $a$ and $b$ fixed, the two parts at $D=P_0$ are $+10.7\%$ and $-3.7\%$ of $bP_0^3$. A genuine fifth-order term can thus outweigh the one created by the change of variable.

## Beside a real film

The chosen $P_0$ and $E_c$ are rough values in the regime of ferroelectric hafnium-zirconium oxide films about 10 nm thick. One assumption that real films can break is uniform switching. They can switch through domains, at a field below the uniform coercive field, so a measured coercive field may give too small an $|a|$. If the uniform value were 3 MV/cm at the same $P_0$, both $a$ and $b$ would triple, and the ratio $b_D/b$ would rise from 1.05 to 1.15. Warming by 58 K matters less in a simple estimate. If $a$ is taken as linear in temperature and zero at an assumed 700 K, with $b$ fixed, the ratio falls from 1.047 at 300 K to 1.040 at 358 K. Of the changes sized here one at a time, the background permittivity moves the ratio most. The changes compound, because they enter through the product $\varepsilon_b\varepsilon_0a$. With $\varepsilon_b=10$ and a uniform coercive field of 3 MV/cm, $s=0.655$, the ratio is 5.4 and $D_c$ is about $7\ \mu\mathrm{C/cm^2}$; with $\varepsilon_b=30$ and 3 MV/cm, $s$ is slightly negative. For the whole polarization, by contrast, $s=0$ would need a uniform coercive field near 87 MV/cm at this $P_0$. The cubic law also leaves no freedom in the small-signal permittivity: without a background it is about 44 at $P_0$ and 18 at 4 MV/cm, and these values need not match a measured film.

A thin non-ferroelectric layer in series acts differently. Let its thickness be $t_i$ and its relative permittivity $\varepsilon_i$, and let the ferroelectric have thickness $t$. Without free charge at the interface, $D$ is the same in both, and the voltage $V$ obeys

$$\frac Vt=E(D)+\frac{t_i}{t}\,\frac{D}{\varepsilon_0\varepsilon_i}.$$

The layer changes the linear coefficient and leaves the cubic one alone. This simple addition is a practical reason to use $D$ as the variable. For $t=10$ nm, $t_i=0.5$ nm and $\varepsilon_i=20$, the added term is 21% of $|a/s|$. At $D=P_0$ the field in the layer would be 11 MV/cm, well above the rough breakdown field used for the film. The layer would reach that field, 4 MV/cm, already at $D=7.1\ \mu\mathrm{C/cm^2}$. If it breaks down there, larger values of $D$ cannot be held without charge at the interface, and $D$ is then no longer continuous.

All numerical values are calculated from the stated model.
